# Geometric extrapolation of a total energy in the plane-wave cutoff

## The problem

A density-functional calculation with a plane-wave basis is repeated at three successive cutoffs. Everything else is held fixed: the cell, the atomic positions, the functional, the pseudopotentials and the k-mesh. The total energies per formula unit are

\[
E_1=-10.0000\ \text{eV},\qquad E_2=-10.0300\ \text{eV},\qquad E_3=-10.0375\ \text{eV}.
\]

Assume that each step to the next cutoff multiplies the remaining basis-set error by the same factor \(q\), with \(0<q<1\), and that this continues for all later steps. What energy does the sequence approach? What should a fourth calculation give, and how far can the extrapolated value be trusted?

## A tempting solution

The last increase of the cutoff changed the energy by

\[
E_3-E_2=-0.0075\ \text{eV}=-7.5\ \text{meV}.
\]

The calculation is therefore converged to 7.5 meV. Since the energy is still going down, the missing 7.5 meV is subtracted from the last value:

\[
E_\infty \overset{?}{=} -10.0375-0.0075=-10.0450\ \text{eV}.
\]

## Where it fails

Define the error at cutoff \(i\) as \(e_i=E_i-E_\infty\), where \(E_\infty\) is the limit for a complete basis. Then

\[
E_3-E_2=(E_\infty+e_3)-(E_\infty+e_2)=e_3-e_2 .
\]

The last change is the error that the last step removed. The tempting solution uses it as the error that is still left, which is \(e_3\). These are different quantities, and some law of convergence is needed to get from one to the other.

The proposed limit also contradicts the assumption of the problem. If \(E_\infty\) were \(-10.0450\) eV, the three errors would be 45, 15 and 7.5 meV. The first step would multiply the error by \(15/45=1/3\) and the second by \(7.5/15=1/2\), so the factor would not be constant.

## The right solution

**The sign of the errors.** Raising the cutoff adds plane waves and removes none. The lowest energy is a minimum over all orbitals that the basis can represent, and every orbital set allowed at the lower cutoff is still allowed at the higher one. A minimum over a larger set cannot lie higher, so

\[
E_1\ge E_2\ge E_3\ge E_\infty ,\qquad e_i\ge 0 .
\]

This holds when the same energy functional is minimized each time. If integration grids change with the cutoff, the functional itself changes slightly and the ordering is no longer guaranteed.

**The ratio.** Call the first error \(A\). By the assumption of the problem,

\[
E_1=E_\infty+A,\qquad E_2=E_\infty+Aq,\qquad E_3=E_\infty+Aq^2 .
\]

There are three unknowns, \(E_\infty\), \(A\) and \(q\). Taking differences removes \(E_\infty\):

\[
d_1=E_2-E_1=-A(1-q),\qquad d_2=E_3-E_2=-Aq(1-q).
\]

Dividing removes \(A\):

\[
q=\frac{d_2}{d_1}=\frac{-7.50\ \text{meV}}{-30.00\ \text{meV}}=0.25 .
\]

**The steps still to come.** Each later step is \(q\) times the one before, so the steps after \(E_3\) are \(qd_2,\ q^2d_2,\ q^3d_2,\dots\) Let \(S_n=q+q^2+\dots+q^n\). Multiplying by \(q\) shifts every term by one place, and subtraction leaves the two ends:

\[
S_n-qS_n=q-q^{n+1}\quad\Rightarrow\quad S_n=\frac{q-q^{n+1}}{1-q}\ \longrightarrow\ \frac{q}{1-q},
\]

because \(q^{n+1}\to0\) for \(0<q<1\). Hence

\[
E_\infty=E_3+d_2\,\frac{q}{1-q}.
\]

With the given numbers,

\[
E_\infty=-10.0375\ \text{eV}-0.0075\ \text{eV}\times\frac{0.25}{0.75}
=-10.0375\ \text{eV}-0.0025\ \text{eV}=-10.0400\ \text{eV}.
\]

The errors of the three calculations are then 40, 10 and 2.5 meV, and each is a quarter of the one before.

**Reading the formula.** The error left in \(E_3\) is \(q/(1-q)\) times the size of the last change.

- For \(q\to0\) nothing is left, and \(E_3\) is already the limit.
- For \(q=1/2\) the factor is 1. This is the one value of \(q\) for which the tempting solution is right.
- For \(q=0.9\) the factor is 9. A last change of 1 meV then leaves 9 meV.

A small last change is thus no proof of a small error when convergence is slow.

## The fourth calculation

Three energies fix three unknowns. Any three energies with shrinking steps of the same sign can be fitted in this way, so the fit gives no evidence that the ratio is constant. A fourth energy does. The prediction is

\[
E_4=E_3+q\,d_2=-10.0375-0.25\times0.0075=-10.039375\ \text{eV},
\]

which would leave an error of \(2.5/4=0.625\) meV.

The comparison must allow for rounding. Each input is known to half a unit in its last digit, 0.05 meV. Writing \(E_4=E_3+d_2^2/d_1\) and differentiating gives

\[
\frac{\partial E_4}{\partial E_1}=q^2,\qquad
\frac{\partial E_4}{\partial E_2}=-2q-q^2,\qquad
\frac{\partial E_4}{\partial E_3}=1+2q .
\]

The magnitudes are 0.0625, 0.5625 and 1.5, with sum 2.125. To first order the prediction is uncertain by at most \(2.125\times0.05\approx0.11\) meV, and the rounding of the new energy adds 0.05 meV. A disagreement clearly above 0.16 meV would mean that the ratio is not constant.

## Rounding in the limit

The same question applies to \(E_\infty\). Insert \(q=d_2/d_1\):

\[
E_\infty=E_3+\frac{d_2^2}{d_1-d_2}.
\]

Let \(r=d_2/(d_1-d_2)=q/(1-q)\). The derivatives of the fraction are \(-r^2\) with respect to \(d_1\) and \(2r+r^2\) with respect to \(d_2\). Raising \(E_1\) lowers \(d_1\); raising \(E_2\) raises \(d_1\) and lowers \(d_2\); raising \(E_3\) raises \(d_2\). Therefore

\[
\frac{\partial E_\infty}{\partial E_1}=r^2=\frac{q^2}{(1-q)^2},
\]
\[
\frac{\partial E_\infty}{\partial E_2}=-r^2-(2r+r^2)=-2r(1+r)=-\frac{2q}{(1-q)^2},
\]
\[
\frac{\partial E_\infty}{\partial E_3}=1+2r+r^2=(1+r)^2=\frac{1}{(1-q)^2},
\]

where \(1+r=1/(1-q)\) was used. For \(q=0.25\) the values are 0.111, \(-0.889\) and 1.778. Their sum is 1, as it must be, since a common shift of all three energies shifts the limit equally.

In the worst case the three rounding errors have signs that make all contributions add:

\[
\frac{1+2q+q^2}{(1-q)^2}=\left(\frac{1+q}{1-q}\right)^2=2.78,\qquad 2.78\times0.05\ \text{meV}=0.14\ \text{meV}.
\]

Rounding can therefore move the last digit of \(-10.0400\) eV by about one unit. The factor grows without limit as \(q\to1\), so slowly converging sequences need more digits.

## When the ratio is not constant

Now let \(e_1,e_2,e_3\) be any three errors with shrinking steps. Put \(d_1=e_2-e_1\) and \(d_2=e_3-e_2\) into the formula, and define \(D=d_2-d_1=e_1-2e_2+e_3\). The extrapolated value minus the true limit is

\[
e_3-\frac{(e_3-e_2)^2}{D}
=\frac{e_3(e_1-2e_2+e_3)-e_3^2+2e_2e_3-e_2^2}{D}
=\frac{e_1e_3-e_2^2}{D}.
\]

Both steps are negative and the second is smaller in size, so \(D>0\). The numerator equals \(e_1e_2\,(e_3/e_2-e_2/e_1)\). If the error ratio rises from one step to the next, the extrapolated energy is too high. If it falls, the extrapolated energy is too low. Unlike \(E_3\), the extrapolated energy is not an upper bound on the limit.

Three small models show these cases. One electron moves in one dimension in a potential of period \(L=0.50\) nm. The basis holds the plane waves with wave numbers \(2\pi n/L\), \(|n|\le N\). Their kinetic energies are \(\varepsilon n^2\) with \(\varepsilon=6.016\) eV, so \(N\) is proportional to the square root of the cutoff energy. The lowest energy comes from numerical diagonalization of the Hamiltonian matrix.

**A smooth potential.** Let the potential couple plane waves whose indices differ by \(m\) with strength \(-v s^{|m|}\), where \(v=3.0\) eV and \(s=0.60\). To second order in \(v\), the plane waves \(\pm n\) together lower the energy by \(2v^2s^{2n}/(\varepsilon n^2)\). To this order the error is the sum of these terms over \(n>N\). Successive terms have the ratio \(s^2n^2/(n+1)^2\), which rises towards \(s^2=0.36\).

At \(v=3.0\) eV second order is too crude for the size of the error: the full diagonalization gives errors about four times as large for \(N=6\) to 8. Their ratios nevertheless rise in the same way. From \(N=6\) to 7 to 8 the error ratios are 0.284 and 0.292, and from \(N=14\) to 15 the ratio is 0.319. Errors here are relative to a basis with \(N=45\). Extrapolation from \(N=6,7,8\) reduces the last error from 0.0224 to 0.0011 meV. The remainder is positive, as the sign rule requires for rising ratios.

**A cosine potential.** Let only neighbouring indices be coupled, with strength \(-20\) eV. A plane wave of large \(n\) is then reached through its neighbour, and its amplitude is smaller by roughly \(20\ \text{eV}/(\varepsilon n^2)\). This factor itself falls with \(n\), so convergence is faster than geometric.

For \(N=2,3,4\) the error ratios are 0.042 and 0.019, relative to a basis with \(N=30\). The last error is 0.29 meV before extrapolation and \(-0.40\) meV after it. Here the extrapolated value is worse than the last computed one.

**A delta potential.** Let all couplings equal \(-3.0\) eV, which describes an attractive delta function of strength \(vL\) in each period. Between the deltas the lowest state is \(\cosh[\kappa(x-L/2)]\). The jump of its slope at the delta requires

\[
\kappa\tanh\frac{\kappa L}{2}=\frac{m_e vL}{\hbar^2},\qquad E_\infty=-\frac{\hbar^2\kappa^2}{2m_e}.
\]

Solving for \(\kappa\) numerically gives \(E_\infty=-14.767\) eV. In second order the omitted terms now fall only as \(1/n^2\), and their sum over \(n>N\) is close to a constant times \(1/N\). The potential is too strong for second order to give the constant, but the computed errors follow the same law closely. Take \(e=C/N\) at \(N-1\), \(N\) and \(N+1\). Then

\[
e_1e_3-e_2^2=\frac{C^2}{N^2(N^2-1)},\qquad D=\frac{2C}{N(N^2-1)},
\]

and the error after extrapolation is their quotient, \(C/(2N)\). Relative to the last error \(C/(N+1)\), the fraction left is \((N+1)/(2N)\), about one half. For \(N=40,41,42\) this predicts \(42/82=0.512\), and the diagonalization gives 0.511.

The remedy for this law is to double \(N\) at each step, since \(C/N\) then halves each time. For \(N=40,80,160\) the computed ratios are 0.512 and 0.506. Extrapolation leaves \(-5\%\) of the last error, which was 182 meV. The constant ratio thus belongs to the decay law and the spacing of the cutoffs together.

## What the spacing does to the answer

The problem did not say which cutoffs were used. Suppose they were 400, 500 and 600 eV, and let the error be \(B\,e^{-kx}\), where \(x\) is some function of the cutoff energy. With the spacings \(s_1=x_2-x_1\) and \(s_2=x_3-x_2\), the ratio of the two energy steps is

\[
\frac{d_2}{d_1}=\frac{e^{-ks_1}\left(1-e^{-ks_2}\right)}{1-e^{-ks_1}}=0.25 .
\]

This fixes \(k\), by numerical root finding when \(s_1\ne s_2\). The limit follows from the same three energies:

- If \(x\) is the cutoff energy, the spacings are equal and the limit is \(-10.0400\) eV.
- If \(x\) is its square root, the limit is \(-10.0407\) eV.
- If \(x\) is its logarithm, the error is a power of the cutoff and the limit is \(-10.0416\) eV.

In the last two cases equal energy steps are shrinking steps in \(x\). Each step then removes a smaller share of the error than the one before, so the error ratio rises. By the sign rule the constant-ratio value is too high, here by 0.7 and 1.6 meV. Both shifts exceed the 0.14 meV from rounding. They are two plausible alternatives and do not bound the possible error.

## Beside a real oxide

Hafnium dioxide, the ferroelectric in some memory capacitors, shows which accuracy matters. Its polar orthorhombic phase lies above the monoclinic phase by roughly 70 meV per formula unit, a rough size that depends on the functional. The energies of this exercise are round model values, not computed energies of hafnia; the absolute value near \(-10\) eV has no significance for the material. The cutoffs of 400 to 600 eV are likewise chosen for the example; the cutoff that a real calculation needs depends on its pseudopotentials. On the 70 meV scale, the error at the first cutoff is about 60% and at the third about 4%. Errors common to both phases cancel in their difference, but energies of one phase cannot show how much cancels. A real calculation need not obey the constant ratio. The two alternative laws move the limit by about 1% and 2% of the phase difference.

The answer under the stated assumption is \(E_\infty=-10.0400\) eV. If the decay law is unknown, the last two digits are not justified. For the assumed cutoffs the two alternative laws shift the limit by about one and two meV, which indicates the doubt but does not bound it. A fourth calculation tests the assumed law and leaves a smaller error to extrapolate. The limit concerns the basis set alone: errors of the functional, the pseudopotentials and the k-mesh remain in it unchanged.
